# Core Polarization and the Hyperfine Constant of the Nitrogen Atom

**Question.** The ground state of $^{14}$N, $2p^3\,{}^4S$, has no unpaired s electron, yet its isotropic hyperfine constant is 10.45 MHz. Is this number a small difference between a negative 1s and a positive 2s spin polarization, and how strongly does it depend on the basis and the method?

**Answer.** The mechanism is a cancellation between the two s shells, but two qualifications are needed. The division into a 1s and a 2s part depends on the choice of orbitals, and the mean-field difference is not 10.45 MHz.

## What the constant measures

Take a non-relativistic atom with a fixed point nucleus. The electron and nuclear magnetic moments are $-g_e\mu_B\mathbf s$ and $g_N\mu_N\mathbf I$, with dimensionless spins and $g_e>0$. Their contact interaction is $-\tfrac23\mu_0$ times the product of the moments times $\delta(\mathbf r)$. The two minus signs combine to give

$$H_c=\tfrac23\mu_0 g_e\mu_B g_N\mu_N\sum_i\delta(\mathbf r_i)\,\mathbf s_i\cdot\mathbf I .$$

Within a state of definite total spin $S$, the vector operator $\sum_i\delta(\mathbf r_i)\mathbf s_i$ is proportional to $\mathbf S$; call the factor $\kappa$. To find it, take the $z$ component at $M_S=S$. Each α electron contributes $+\tfrac12$ and each β electron $-\tfrac12$, so

$$\kappa S=\tfrac12\left[\rho_\alpha(0)-\rho_\beta(0)\right]\equiv\tfrac12\rho_s(0),\qquad \kappa=\frac{\rho_s(0)}{2S}.$$

Writing $H_c=hA\,\mathbf S\cdot\mathbf I$ gives

$$A=c\,\rho_s(0),\qquad c=\frac{2\mu_0g_e\mu_Bg_N\mu_N}{3h\,(2S)} .$$

For $^{14}$N, $I=1$ and the moment is about 0.40 nuclear magnetons, so $g_N$ equals the moment in these units; the calculation takes $g_N=0.40376$ as its input value. With $S=\tfrac32$ this gives $c=107.70$ MHz $a_0^3$. The quoted constant therefore corresponds to $\rho_s(0)=10.45/107.70=0.0970\,a_0^{-3}$.

## Why the simplest wavefunction gives zero

In restricted open-shell Hartree-Fock (ROHF), the α and β electrons of 1s share one spatial orbital, and so do those of 2s. Their densities cancel in $\rho_s$. The three unpaired electrons occupy 2p orbitals, which vanish at the nucleus. Hence $\rho_s(0)=0$ and $A=0$.

A nonzero constant requires the paired s electrons to respond to the unpaired p electrons. Coulomb repulsion does not distinguish the spins, but exchange does. From here on I use Hartree atomic units and real orbitals. The three 2p electrons have spin α and produce the exchange operator

$$(K\phi)(\mathbf r)=\sum_{m}p_m(\mathbf r)\int\frac{p_m(\mathbf r')\phi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

Let $h$ be the one-electron Hamiltonian, $J$ the Coulomb potential of all electrons, and $K_s$ the exchange operator of one 1s and one 2s electron. At the ROHF orbitals the Fock operators are

$$F_\alpha=h+J-K_s-K,\qquad F_\beta=h+J-K_s .$$

With the average $\bar F=\tfrac12(F_\alpha+F_\beta)=h+J-K_s-\tfrac12K$, they become

$$F_\alpha=\bar F-\tfrac12K,\qquad F_\beta=\bar F+\tfrac12K .$$

The expectation value $\langle\phi|K|\phi\rangle$ is a sum of Coulomb self-energies of the charge distributions $p_m\phi$, so it is positive. Exchange thus acts as an additional attraction for α s electrons.

The ROHF 1s and 2s orbitals can be chosen as eigenfunctions of $\bar F$. To see this, mix a small amount $\eta$ of an empty s orbital $\phi_a$ into a doubly occupied $\phi_i$. Both spins change, and to first order the energy changes by $2\eta(F_{\alpha,ai}+F_{\beta,ai})=4\eta\bar F_{ai}$. At the ROHF minimum this must vanish. The operator $\bar F$ therefore has no elements between occupied and empty s orbitals, and it can be diagonalized within each group. The half-filled p shell is spherical, so s and p orbitals do not mix.

## The first-order polarization

Let $\bar F\phi_i=\varepsilon_i\phi_i$ in the s space, and let $D=-\tfrac12K$. The perturbation is $+D$ for α and $-D$ for β. First-order perturbation theory gives

$$\phi_i^{\alpha,\beta}=\phi_i\pm\sum_{a\ne i}\phi_a\frac{D_{ai}}{\varepsilon_i-\varepsilon_a}.$$

Squaring at the nucleus and keeping linear terms gives a change of $\pm2\phi_i(0)$ times the sum. Subtracting β from α doubles this again:

$$\rho_i=|\phi_i^\alpha(0)|^2-|\phi_i^\beta(0)|^2=4\phi_i(0)\sum_{a\ne i}\phi_a(0)\frac{D_{ai}}{\varepsilon_i-\varepsilon_a}.$$

The sum includes the other occupied s orbital. Its contribution to 1s is

$$m=4\phi_{1s}(0)\phi_{2s}(0)\frac{D_{2s,1s}}{\varepsilon_{1s}-\varepsilon_{2s}} .$$

For the 2s orbital the numerator is the same, because $D$ is symmetric, while the denominator has the opposite sign. The contribution to 2s is therefore $-m$. Mixing 1s with 2s moves spin density from one label to the other and leaves the total unchanged.

In a large Gaussian basis with 23 s and 12 p exponents, mixing with empty orbitals gives

$$A_{1s}=-48.2\ \text{MHz},\qquad A_{2s}=+40.4\ \text{MHz},$$

and the 1s–2s term adds $-29.4$ MHz to 1s and $+29.4$ MHz to 2s. The two shells have the opposite signs named in the question. Their sum, however, is $-7.8$ MHz, which has the wrong sign.

Within a mean-field description there are two possible reasons for this failure: the perturbation may be too strong for a linear treatment, or the Fock operators themselves may change once the orbitals have changed. Diagonalizing $\bar F\mp\tfrac12K$ once, at full strength, removes the linear approximation but keeps the operators fixed. It gives $-77.60$ and $+70.25$ MHz, with a sum of $-7.35$ MHz. Nonlinearity is thus a minor matter here, and within the mean field any change of sign has to come from self-consistency.

## What self-consistency adds

Unrestricted Hartree-Fock (UHF) lets the α and β orbitals differ and recalculates the operators until they agree with the orbitals. The difference felt by the two spins is then

$$F_\alpha-F_\beta=-K-(K_s^\alpha-K_s^\beta),$$

where $K$ is now built from the relaxed 2p orbitals. The second term is absent at the start, because the two sets of s orbitals are then equal. The average field changes as well. In the same basis the converged canonical orbitals, those that diagonalize $F_\alpha$ and $F_\beta$, give

$$A_{1s}=-79.90,\qquad A_{2s}=+100.06,\qquad A=+20.15\ \text{MHz}.$$

Compared with the single diagonalization, the 1s part has moved by only $-2.3$ MHz and the 2s part by $+29.8$ MHz. Feedback, acting mainly on 2s in this orbital choice, makes the total positive. The calculation does not separate the contributions of the individual terms in the Fock operators to this feedback.

The orbital sizes give a picture of the signs. For 1s, $\langle r^2\rangle$ is $0.07092\,a_0^2$ for α and $0.06966\,a_0^2$ for β. The α orbital is drawn outward, toward the region of the 2p electrons, and loses density at the nucleus. These are canonical orbitals, and more than half of this difference is 1s–2s mixing: in the orbitals aligned with ROHF, defined in the next section, the values are $0.07053$ and $0.07000\,a_0^2$, with the same sign but a smaller gap. For 2s the values are 2.006 and 2.392 $a_0^2$. Here the additional attraction contracts the α orbital, and its density at the nucleus rises. A mean square radius does not determine a density at a point, so this is an interpretation of the signs; the contact densities themselves establish them.

## Why the shell contributions are not unique

A determinant is unchanged, apart from a possible sign, when occupied orbitals of one spin are rotated among themselves. Consider

$$\phi_1'=\cos\theta\,\phi_1+\sin\theta\,\phi_2,\qquad \phi_2'=-\sin\theta\,\phi_1+\cos\theta\,\phi_2 .$$

Using $\cos^2\theta-1=-\sin^2\theta$ and $2\sin\theta\cos\theta=\sin2\theta$, one finds

$$\phi_1'^2-\phi_1^2=\sin^2\theta\,(\phi_2^2-\phi_1^2)+\sin2\theta\,\phi_1\phi_2 ,$$

and $\phi_2'^2-\phi_2^2$ is the negative of this. The total density is invariant, while the shell densities are not. Since α and β orbitals can be rotated independently, the division of $\rho_s(0)$ into 1s and 2s parts is a convention.

An alternative convention rotates the occupied s orbitals of each spin as close as possible, in the least-squares sense, to the ROHF 1s and 2s. This suppresses the 1s–2s mixing. The same UHF state then gives

$$-50.20+70.35=20.15\ \text{MHz}.$$

About 29.7 MHz has moved between the labels, close to the first-order mixing term of 29.4 MHz. Both conventions show a negative 1s part and a positive 2s part, but the size of the cancellation differs.

The minimal basis STO-3G is an instructive limit. It has just two s functions, so the two occupied s orbitals of either spin span the whole s space. The α and β s densities must be equal and $A$ vanishes. The canonical parts are nevertheless $-19.28$ and $+19.28$ MHz: here the entire apparent polarization is a matter of labels.

## How strong the cancellation is

A convenient measure is

$$R=\frac{|A_{1s}|+|A_{2s}|}{|A_{1s}+A_{2s}|}.$$

Canonical orbitals give $R=(79.90+100.06)/20.15=8.9$. The aligned orbitals give $R=(50.20+70.35)/20.15=6.0$.

For the propagation of errors, let the parts have relative errors $\delta_{1s}$ and $\delta_{2s}$. The absolute error of the sum is $A_{1s}\delta_{1s}+A_{2s}\delta_{2s}$, so

$$\frac{\delta A}{A}=\frac{A_{1s}}{A}\,\delta_{1s}+\frac{A_{2s}}{A}\,\delta_{2s}.$$

In the canonical division, a 1% increase in the magnitude of the 1s part alone lowers $A$ by 4.0%, and a 1% increase in the 2s part alone raises it by 5.0%. If both parts have the same relative error $\delta$, the coefficients add to one and $\delta A/A=\delta$. The danger lies in errors that treat the shells differently.

There is a second cancellation, between the spins. The densities at the nucleus are 102.8445 $a_0^{-3}$ for α and 102.6573 $a_0^{-3}$ for β. Their difference, 0.187 $a_0^{-3}$, is about 0.09% of their sum. Multiplied by $c$, it gives the 20.15 MHz above.

## Sensitivity to the basis

The UHF results, in MHz and with canonical shell parts, are:

| Basis | 1s | 2s | $A$ |
|---|---:|---:|---:|
| 6-31G | −36.1 | 69.1 | 33.0 |
| cc-pVDZ | −36.9 | 66.9 | 30.0 |
| cc-pVTZ | −83.4 | 79.8 | −3.6 |
| cc-pVQZ | −91.2 | 96.3 | 5.1 |
| cc-pVDZ, uncontracted | −76.6 | 91.2 | 14.6 |
| cc-pVTZ, uncontracted, 2 added tight s | −79.6 | 97.7 | 18.1 |
| 23s12p Gaussian | −79.9 | 100.1 | 20.2 |
| 20s14p Laguerre | −80.1 | 100.3 | 20.2 |

The last row comes from a separate radial program. Its functions, polynomials times $e^{-\zeta r}$, can represent the cusp of an s orbital at the nucleus, which a finite sum of Gaussians cannot. The two large bases differ by about 0.2% in each shell part. Because this error is nearly common to both shells, it is not amplified in $A$. The UHF limit is 20.2 MHz to the accuracy needed here.

The contracted correlation-consistent sets behave differently. A contraction fixes the ratios of several Gaussians and restricts how α and β orbitals may differ near the nucleus. Releasing the contractions of cc-pVDZ, with the same exponents, changes the 1s part by $-39.7$ MHz and the 2s part by $+24.4$ MHz. Their sum, $-15.4$ MHz after rounding, halves the constant.

The cc-pVTZ result shows how a moderate shell error can reverse the sign. Relative to the 20s14p Laguerre values, its 1s part is 4.1% too large in magnitude and its 2s part is 20.4% too small. The error formula gives

$$\frac{\delta A}{A}=-\frac{80.09}{20.19}(0.041)+\frac{100.27}{20.19}(-0.204)\approx-1.18 .$$

An error of $-118\%$ takes 20.2 MHz to $-3.6$ MHz. Enlarging the set from double to triple zeta does not bring the constant steadily toward its limit, since the two shells improve at different rates.

## Sensitivity to the method

The converged UHF constant is 1.93 times the reference value. A better basis cannot repair this, so the fault lies in the single determinant itself: in its spin defect, in the missing electron correlation, or in both.

Take the spin defect first. The UHF value of $\langle S^2\rangle$ is 3.7579, against 3.75 for a pure quartet. If the contaminant is a sextet, for which $S(S+1)=8.75$, its weight is $0.0079/(8.75-3.75)=0.0016$, and its amplitude is the square root, 0.04. The contact operator can connect quartet and sextet components, so its expectation value can change in proportion to the amplitude. A small error in $\langle S^2\rangle$ does not by itself guarantee a small error in $A$. The effect can be estimated to first order. Polarizing a closed s pair, with opposite changes for α and β, turns it into a triplet pair with $M=0$. Coupled to the open shell in the state $M_S=S$, this has weight $S/(S+1)$ in total spin $S$ and $1/(S+1)$ in total spin $S+1$. The contact operator acting on the ROHF determinant produces excitations of the same spin type, so projecting out the sextet keeps only the fraction $S/(S+1)=3/5$ of the first-order spin density: applied to the whole UHF value, this estimate gives roughly 12 to 13 MHz instead of 20 MHz. Projection after the orbitals have been optimized overstates the effect, because orbitals re-optimized for the projected state regain part of the lost polarization. The sextet admixture is thus a substantial part of the UHF excess, but this estimate does not fix its share.

Approximate density functionals show the same sensitivity. In the 23s12p basis SVWN gives $-61.0+59.2=-1.8$ MHz, and PBE gives $-47.5+46.2=-1.3$ MHz. B3LYP gives $-51.94+61.95=10.01$ MHz, near the reference. These totals move by up to 0.1 MHz with another large basis and integration grid (PBE $-1.2$, B3LYP 10.05 MHz), and the B3LYP shell parts move by about 0.3 MHz between the two common choices of its VWN correlation term. That agreement is weak evidence for the quality of its spin density: changing either part by 10% would shift $A$ by 5 to 6 MHz.

For coupled cluster, add $\lambda\sum_i\delta(\mathbf r_i)\sigma_{z,i}$ to the Hamiltonian, where $\sigma_z$ is $+1$ for α and $-1$ for β. For a normalized exact eigenstate,

$$\frac{dE}{d\lambda}=\left\langle\frac{\partial H}{\partial\lambda}\right\rangle+E\frac{d}{d\lambda}\langle\Psi|\Psi\rangle=\rho_s(0),$$

since the norm is constant. A fully optimized UHF energy obeys the same relation, because changes of its orbitals do not contribute to first order. Coupled-cluster energies are not expectation values of this kind; for them the derivative at $\lambda=0$, with the UHF orbitals relaxed in the field, defines the spin density. All entries below, UHF included, are such derivatives taken by finite differences; the last UHF entry is 18.15 MHz, against 18.14 MHz from the density in the previous table, which is why the rounded values differ. The results in MHz are:

| Basis | UHF | CCSD | CCSD(T) |
|---|---:|---:|---:|
| cc-pVDZ | 30.0 | 28.3 | 28.4 |
| cc-pVDZ, uncontracted | 14.6 | 4.0 | 3.9 |
| cc-pVTZ, uncontracted, 2 added tight s | 18.2 | 7.1 | 7.2 |

In the contracted cc-pVDZ basis, full configuration interaction (FCI), the exact solution within that basis, gives 28.4 MHz. CCSD(T) differs from it by less than 0.1 MHz, yet both are far from 10.45 MHz. The basis is at fault there, not the treatment of correlation. This comparison does not prove the same accuracy of CCSD(T) in larger bases.

FCI also gives a view of the core that compares two calculations instead of dividing one density between orbitals. It still depends on a convention, namely which orbital is frozen: here it is the ROHF 1s that diagonalizes $\bar F$, and a rotation of it with 2s would change the two numbers that follow. If the ROHF 1s orbital is frozen and doubly occupied, it contributes no spin density, and the other five electrons give 39.2 MHz. Releasing 1s changes this by $-10.8$ MHz. For this choice of frozen orbital, the opposition between core and valence survives correlation in this basis. The result is sensitive to the choice: rotating the frozen orbital with 2s by a few degrees changes the size of the effect strongly and can reverse its sign. The change contains core–valence correlation as well as 1s polarization, and its size inherits the defects of cc-pVDZ.

The best coupled-cluster value in the table is 7.2 MHz, or 69% of the reference. It is not converged in the basis, which has no diffuse functions: uncontracted aug-cc-pVTZ with the same two tight s functions and without f functions gives 20.1 MHz in UHF and 9.2 MHz in CCSD(T), 2 MHz higher. In the two uncontracted bases, CCSD(T) lies 10.7 and 11.0 MHz below UHF, although the UHF values themselves, 14.60 and 18.14 MHz, differ by 3.5 MHz. If the shift of $-11.0$ MHz could be carried over to the UHF limit, the result would be $20.2-11.0=9.2$ MHz. This additivity is an assumption. The basis with diffuse functions agrees with it, with a shift of $-10.9$ MHz, but so few bases do not establish it in general, and the part of the shift that removes the sextet admixture should grow with the UHF value rather than stay fixed. The correlated value also depends on the d functions, which leave the UHF value of the spherical atom unchanged, so the near equality of the two shifts can be accidental. The best basis of the table is 2 MHz short of the limit already in UHF, and the basis with diffuse functions recovers about 2 MHz in both UHF and CCSD(T). The origin of the remaining 1.3 MHz is not settled by these calculations.

The answer to the question is thus yes for the mechanism and no for a literal subtraction. Near its basis limit UHF gives $-80+100=20$ MHz in canonical orbitals, or $-50+70=20$ MHz in aligned ones. Going beyond the UHF determinant, which both removes its sextet admixture and adds correlation, then takes away an amount comparable to the observed constant itself. A reliable value needs a flexible description of both s shells near the nucleus together with a correlated method and enough polarization functions for it. The numerical check below gives the computed values behind these statements.

## Computed results

```
14N magnetic moment (input)        0.40376 nuclear magnetons
check: hydrogen line               21.07 cm
A per unit spin density, S=3/2     107.701 MHz a0^3
reference A                        10.45 MHz
reference spin density             0.09703 a0^-3
-- UHF, large Gaussian basis 23s12p
energy ROHF, UHF                   -54.40091, -54.40453 hartree
<S^2> (pure quartet 3.75)          3.75790
alpha, beta density at nucleus     102.8445, 102.6573 a0^-3
spin density at nucleus            0.18712 a0^-3
canonical 1s, 2s, total            -79.90, 100.06, 20.15 MHz
ROHF-aligned 1s, 2s, total         -50.20, 70.35, 20.15 MHz
cancellation ratio R, canonical    8.93
  change of A for +1% in 1s, 2s    -3.96, +4.96 %
cancellation ratio R, aligned      5.98
  change of A for +1% in 1s, 2s    -2.49, +3.49 %
<r^2> 1s alpha, beta               0.070923, 0.069659 a0^2
<r^2> 2s alpha, beta               2.0055, 2.3922 a0^2
-- 2p exchange acting without self-consistent feedback
first order, virtuals: 1s, 2s, sum -48.19, 40.44, -7.75 MHz
first order, 1s-2s mixing: 1s, 2s  -29.40, +29.40 MHz
full strength: 1s, 2s, sum         -77.60, 70.25, -7.35 MHz
-- UHF by basis: canonical 1s, 2s, total in MHz
STO-3G                        -19.28     19.28     -0.00
6-31G                         -36.09     69.05     32.95
cc-pVDZ                       -36.89     66.87     29.98
cc-pVTZ                       -83.35     79.77     -3.58
cc-pVQZ                       -91.20     96.31      5.11
cc-pVDZ uncontracted          -76.62     91.22     14.60
cc-pVTZ unc. + 2 tight s      -79.60     97.74     18.14
Laguerre 16s12p (own code)    -80.05    100.30     20.25
Laguerre 20s14p (own code)    -80.09    100.27     20.19
UHF energy, Laguerre 20s14p        -54.40455 hartree
-- density functionals, 23s12p: canonical 1s, 2s, total in MHz
SVWN                          -61.00     59.20     -1.79
PBE                           -47.47     46.18     -1.30
B3LYP                         -51.94     61.95     10.01
-- all-electron UHF, CCSD, CCSD(T) in MHz
cc-pVDZ                        29.98     28.28     28.38
cc-pVDZ uncontracted           14.60      3.99      3.86
cc-pVTZ unc. + 2 tight s       18.15      7.09      7.17
FCI, cc-pVDZ                       28.43 MHz
FCI, cc-pVDZ, 1s frozen            39.19 MHz
effect of releasing 1s             -10.75 MHz
UHF limit / reference              1.929
best CCSD(T) / reference           0.686
```
